\section*{Why the Thermally Averaged Kassel Rate Does Not Depend on s}

A gas-phase model of silane decomposition in a deposition reactor needs a rate constant for each temperature and pressure. One must decide whether a frequency factor and a threshold energy are enough, or whether the number $s$ of oscillators that share the molecule's energy must be chosen as well. In Kassel's classical model the answer depends on the collisions. If they keep the vibrational energies in thermal equilibrium, the rate constant is a plain Arrhenius law and $s$ is not needed. If they do not, $s$ matters, and a wrong choice can change the rate by orders of magnitude.

The molecule is represented by $s$ independent classical harmonic oscillators with total energy $E$. It reacts when one chosen oscillator holds at least the threshold energy $E_0$. Energy is assumed to move among the oscillators fast enough that, before reaction, all states at a given $E$ are equally likely. A molecule in a state that meets the energy condition reacts at the rate $A$. Both $A$ and $E_0$ are taken to be independent of $s$ and of temperature. The algebra uses $\hbar=1$, and temperature appears through the energy $k_{\mathrm B}T=1/\beta$.

The first task is to count states. In mass-weighted coordinates an oscillator of frequency $\omega_i$ has energy $p^2/2+\omega_i^2q^2/2$. The curve of energy $E$ is an ellipse with semi-axes $\sqrt{2E}$ and $\sqrt{2E}/\omega_i$, so it encloses the area $2\pi E/\omega_i$. With $\hbar=1$ one state occupies the area $2\pi$. There are therefore $E/\omega_i$ states below $E$, and the density of states is the constant $1/\omega_i$. Adding one oscillator at a time gives
\begin{equation}
\rho_n(E)=\int_0^E\frac{1}{\omega_n}\,\rho_{n-1}(E-\varepsilon)\,d\varepsilon ,
\qquad \rho_1=\frac{1}{\omega_1}.
\end{equation}
If $\rho_{n-1}$ is proportional to $E^{n-2}/(n-2)!$, the integral raises the power by one and divides by $n-1$. By induction,
\begin{equation}
\rho_s(E)=\frac{E^{s-1}}{(s-1)!\,\prod_{i=1}^{s}\omega_i}.
\end{equation}

Let oscillator 1 be the chosen one, and let $s\ge2$. At total energy $E\ge E_0$, the probability that it holds at least $E_0$ is the number of favourable states divided by the number of all states:
\begin{align}
W_s(E)&=\frac{1}{\rho_s(E)}\int_{E_0}^{E}\frac{1}{\omega_1}\,
\frac{(E-\varepsilon)^{s-2}}{(s-2)!\,\prod_{i=2}^{s}\omega_i}\,d\varepsilon\\
&=\frac{(s-1)!}{E^{s-1}}\,\frac{(E-E_0)^{s-1}}{(s-2)!\,(s-1)}
=\left(1-\frac{E_0}{E}\right)^{s-1}.
\end{align}
The frequencies cancel because each appears once in the numerator and once in the denominator. For $s=1$ the single oscillator holds all the energy, so the probability is one above threshold, in agreement with the same expression. Multiplication by $A$ gives the Kassel rate,
\begin{equation}
k(E)=A\left(1-\frac{E_0}{E}\right)^{s-1}\quad(E\ge E_0),
\qquad k(E)=0\quad(E<E_0).
\end{equation}
At fixed energy above $E_0$ this rate falls as $s$ grows, since more oscillators offer more ways to store the energy away from the chosen one.

Now let collisions maintain a canonical distribution of energies. The probability density of $E$ is proportional to $\rho_s(E)e^{-\beta E}$. Its normalization follows from $\int_0^\infty E^{s-1}e^{-\beta E}dE=\Gamma(s)\beta^{-s}$, where $\Gamma(s)=(s-1)!$ for integer $s$. Hence
\begin{equation}
P_s(E)=\frac{\beta^s}{\Gamma(s)}\,E^{s-1}e^{-\beta E}.
\end{equation}
The rate constant in this regime, called the high-pressure limit, is the average
\begin{align}
k_\infty&=\int_{E_0}^{\infty}k(E)P_s(E)\,dE\\
&=\frac{A\beta^s}{\Gamma(s)}\int_{E_0}^{\infty}
\frac{(E-E_0)^{s-1}}{E^{s-1}}\,E^{s-1}e^{-\beta E}\,dE .
\end{align}
The factor $E^{s-1}$ from the density of states cancels the denominator of the Kassel rate. Put $E=E_0+y/\beta$, so that $dE=dy/\beta$ and $(E-E_0)^{s-1}=y^{s-1}\beta^{1-s}$. The powers of $\beta$ combine to $\beta^s\beta^{1-s}\beta^{-1}=1$, and
\begin{equation}
k_\infty=\frac{A e^{-\beta E_0}}{\Gamma(s)}\int_0^\infty y^{s-1}e^{-y}\,dy
=A\,e^{-E_0/k_{\mathrm B}T}.
\end{equation}
The remaining integral is $\Gamma(s)$. No approximation for large $E_0/k_{\mathrm B}T$ has been made. The integral also holds for non-integer $s\ge1$, where $s$ is a fitting parameter instead of a count of oscillators.

The cancellation has a direct physical reason. The factor $W_s(E)$ is the probability of the reactive condition at given total energy. Averaging it over the canonical distribution of $E$ gives the probability of that condition with the total energy left unspecified. In a canonical ensemble independent oscillators have independent energies, so the other $s-1$ oscillators have no influence:
\begin{equation}
\int_{E_0}^{\infty}W_s(E)P_s(E)\,dE
=\int_{E_0}^{\infty}\beta e^{-\beta\varepsilon}\,d\varepsilon=e^{-\beta E_0}.
\end{equation}

The result can also be read backwards. Suppose that $s$ is fixed, that $k(E)$ does not depend on temperature, and that the Arrhenius law holds at all temperatures. Then
\begin{equation}
\int_0^\infty k(E)E^{s-1}e^{-\beta E}\,dE
=A\,\Gamma(s)\,\beta^{-s}e^{-\beta E_0}.
\end{equation}
The right side is the Laplace transform of the function that equals $A(E-E_0)^{s-1}$ above $E_0$ and zero below. A Laplace transform determines its function apart from values on a set that does not contribute to integrals, so $k(E)$ must be the Kassel rate for that $s$. The value of $s$ itself remains undetermined, because each $s$ has its own Kassel rate and all of them give the same $k_\infty(T)$. Within this model, high-pressure rate constants yield $A$ and $E_0$ but contain no information about $s$.

Round model parameters show how the compensation works: $A=10^{15}\ \mathrm{s^{-1}}$, $E_0=2.4$ eV and $k_{\mathrm B}T=0.1$ eV. They are not fitted to silane. Taken literally, this $A$ would require energy to move among the oscillators much faster than $10^{15}\ \mathrm{s^{-1}}$, whereas a silicon-hydrogen stretch has a frequency of only about $7\times10^{13}\ \mathrm{s^{-1}}$. The example therefore illustrates the formulas, with equally likely states assumed, and not a realistic mechanism of energy flow. The ratio $x=\beta E_0$ is 24, and
\begin{equation}
k_\infty=10^{15}\,e^{-24}\ \mathrm{s^{-1}}=3.775\times10^{4}\ \mathrm{s^{-1}},
\end{equation}
or $9.13\times10^{-13}$ in atomic units of inverse time.

The fraction of molecules with $E\ge E_0$ does depend on $s$. With $z=\beta E$ it is
\begin{equation}
Q_s=\frac{1}{(s-1)!}\int_x^\infty z^{s-1}e^{-z}\,dz
=\frac{x^{s-1}e^{-x}}{(s-1)!}+Q_{s-1},
\end{equation}
where the second form comes from one integration by parts. Since $Q_1=e^{-x}$, repeated use gives, for integer $s$,
\begin{equation}
Q_s=e^{-x}\sum_{j=0}^{s-1}\frac{x^j}{j!}.
\end{equation}
For $s=3$ the sum is $1+24+288=313$, so $Q_3=313\,e^{-24}=1.18\times10^{-8}$. For $s=9$, the number of vibrations of a nonlinear five-atom molecule such as silane, the fraction is $1.51\times10^{-4}$. The mean rate of the molecules above threshold is $k_\infty/Q_s$, which is $3.19\times10^{12}\ \mathrm{s^{-1}}$ for $s=3$ and $2.51\times10^{8}\ \mathrm{s^{-1}}$ for $s=9$. Going from three to nine oscillators makes energized molecules about 13\,000 times more common and, on average, slower by the same factor.

The energies show a similar compensation. For any $k(E)$ that does not depend on temperature,
\begin{equation}
-\frac{d\ln k_\infty}{d\beta}
=\frac{\int E\,k\,\rho_s e^{-\beta E}dE}{\int k\,\rho_s e^{-\beta E}dE}
-\frac{\int E\,\rho_s e^{-\beta E}dE}{\int \rho_s e^{-\beta E}dE}.
\end{equation}
The first term is the mean energy of the molecules that react, and the second is the mean energy of all molecules. For the Kassel rate, the reacting molecules have a scaled excess energy $y=\beta(E-E_0)$ with density $y^{s-1}e^{-y}/\Gamma(s)$. Its mean is $\Gamma(s+1)/\Gamma(s)=s$, so their mean energy is $E_0+s\,k_{\mathrm B}T$. The same integral with $E_0=0$ gives $s\,k_{\mathrm B}T$ for all molecules. The difference is $E_0$. In the example with $s=9$ the means are 3.3 eV and 0.9 eV, and the activation energy is 2.4 eV. The threshold is thus the difference of the two means, while the typical reacting molecule has considerably more energy than the threshold.

The cancellation requires the same $s$ in the rate and in the distribution. Suppose that the rate is given $s=6$, as an adjusted effective number, while the energies are distributed over nine oscillators. The product then contains $(E-E_0)^5E^{8-5}$, and three powers of $E$ survive:
\begin{align}
\frac{k_{6,9}}{A e^{-x}}&=\frac{1}{8!}\int_0^\infty y^5(x+y)^3e^{-y}\,dy\\
&=\frac{5!\,x^3+3\cdot6!\,x^2+3\cdot7!\,x+8!}{8!}.
\end{align}
At $x=24$ the numerator is $1\,658\,880+1\,244\,160+362\,880+40\,320=3\,306\,240$. Division by $8!=40\,320$ gives 82. The rate constant is 82 times the Arrhenius value, or $3.10\times10^{6}\ \mathrm{s^{-1}}$. The extra factor grows with $x$, hence with falling temperature, and so it lowers the activation energy, here to 2.16 eV. An effective $s$ must therefore be used in both places if $A$ and $E_0$ are to keep their Arrhenius meaning.

The other condition is thermal equilibrium, which reaction itself disturbs by removing energetic molecules. Let $n(E)$ be the population per unit energy and $N=\int n\,dE$ the number of molecules. In the strong-collision model each collision, at frequency $\omega_{\mathrm c}$, replaces the energy by a fresh value drawn from $P_s$. Then
\begin{equation}
\frac{dn}{dt}=\omega_{\mathrm c}P_s(E)N-\left[\omega_{\mathrm c}+k(E)\right]n(E).
\end{equation}
In a slow overall decay at rate $\lambda$ the left side is $-\lambda n$. It can be neglected beside $\omega_{\mathrm c}n$ when $\lambda\ll\omega_{\mathrm c}$, which leaves $n=\omega_{\mathrm c}P_sN/(\omega_{\mathrm c}+k)$. The reaction rate per molecule is
\begin{equation}
k_{\mathrm{uni}}=\frac{1}{N}\int_{E_0}^\infty k(E)n(E)\,dE
=\int_{E_0}^{\infty}\frac{\omega_{\mathrm c}\,k(E)}{\omega_{\mathrm c}+k(E)}\,P_s(E)\,dE .
\end{equation}
For $\omega_{\mathrm c}\to\infty$ the fraction tends to $k(E)$, and the Arrhenius law returns. For $\omega_{\mathrm c}\to0$ it tends to $\omega_{\mathrm c}$ at every energy above threshold, so $k_{\mathrm{uni}}\to\omega_{\mathrm c}Q_s$. In this limit every energized molecule reacts before its next collision, the details of $k(E)$ are irrelevant, and the fraction $Q_s$ brings $s$ back. For large $s$ the limit is approached slowly, because $k(E)$ is small over a wide range above threshold.

The low-pressure limit also has a different activation energy. If $\omega_{\mathrm c}$ is held independent of temperature, $dQ_s/dx=-x^{s-1}e^{-x}/(s-1)!$ gives
\begin{equation}
-\frac{d\ln(\omega_{\mathrm c}Q_s)}{d\beta}
=E_0\,\frac{x^{s-1}/(s-1)!}{\sum_{j=0}^{s-1}x^j/j!}.
\end{equation}
This is below $E_0$ for $s>1$. For $s=3$ in the example it is $2.4\times288/313=2.21$ eV. An activation energy measured at low pressure therefore cannot be inserted as the threshold $E_0$ without correction.

Between the limits the integral was evaluated by adaptive quadrature in the variable $\ln[(E-E_0)/k_{\mathrm B}T]$, which resolves the region near threshold. At $\omega_{\mathrm c}=10^{12}\ \mathrm{s^{-1}}$ the ratio $k_{\mathrm{uni}}/k_\infty$ is 0.146, 0.732 and 0.934 for $s=3$, 6 and 9. At $10^{8}\ \mathrm{s^{-1}}$ the ratios are $3.10\times10^{-5}$, $3.68\times10^{-3}$ and $3.32\times10^{-2}$. With the same $A$, $E_0$ and temperature, the choice between three and nine oscillators now changes the rate by a factor of about 1100. For orientation, a hard-sphere estimate for silane in hydrogen or argon at this temperature gives several times $10^{9}$ collisions per second at one atmosphere. Thus $10^{8}\ \mathrm{s^{-1}}$ corresponds to roughly 10 to 20 Torr, while $10^{12}\ \mathrm{s^{-1}}$ would need 100 atmospheres or more. With these model parameters, reactor pressures up to one atmosphere lie in the fall-off range for all three values of $s$.

The order of these ratios follows from comparing $\omega_{\mathrm c}$ with $k(E)$ at the energies where reaction would occur in equilibrium. At the mean reacting energy, $E_0+s\,k_{\mathrm B}T$, the Kassel rate is
\begin{equation}
k(E_0+s\,k_{\mathrm B}T)=A\left(\frac{s}{x+s}\right)^{s-1}.
\end{equation}
For $s=3$ this is $10^{15}(3/27)^2=1.2\times10^{13}\ \mathrm{s^{-1}}$, and for $s=9$ it is $10^{15}(9/33)^8=3.1\times10^{10}\ \mathrm{s^{-1}}$. Collisions at $10^{12}\ \mathrm{s^{-1}}$ are too slow to replenish the reactive molecules in the first case and fast enough in the second. At $10^{8}\ \mathrm{s^{-1}}$ they are too slow in both. The mean rate above threshold, $2.51\times10^{8}\ \mathrm{s^{-1}}$ for $s=9$, would be a poor guide to where the fall-off begins. At $\omega_{\mathrm c}=10^{8}\ \mathrm{s^{-1}}$, only 2.5 times lower, the rate constant has already dropped to 3.3\,\% of $k_\infty$. The mean rate above threshold averages many slow molecules near threshold with a few fast ones, and the fast ones carry most of the equilibrium reaction.

This comparison supplies the criterion for the opening decision. Since $k(E)$ itself depends on $s$, the comparison should be made with the smallest plausible $s$, for which the rate at the mean reacting energy is largest. If collisions are strong and $\omega_{\mathrm c}$ is then well above $k(E)$ throughout the energies that contribute to $k_\infty$, $A$ and $E_0$ suffice. Otherwise the rate constant may depend on pressure. If it does, $s$ must be determined from that dependence or replaced by a more detailed count of states. Collisions that change the energy by only a fraction of $k_{\mathrm B}T$ restore equilibrium less effectively, so they must be more frequent than this criterion suggests.

Below the high-pressure limit, a count of quantum states is also needed when the classical description itself is poor. The density $1/\omega_i$ treats the energy of each oscillator as continuous, which requires vibrational quanta small compared with $k_{\mathrm B}T$. No vibration of silane satisfies this condition at deposition temperatures: the stretching quanta are about 0.27 eV, and even the bending quanta, about 0.11 to 0.12 eV, exceed $k_{\mathrm B}T=0.1$ eV. A harmonic quantum count with these quanta, with energy measured from the zero-point level, puts the fraction above 2.4 eV near $10^{-6}$, about a hundred times below the classical $Q_9$. The classical case $s=9$ therefore does not represent silane, although the number of modes agrees. The Arrhenius law with the same $A$ and $E_0$ for every $s$ was derived for independent oscillators, an energy condition on only one of them, and fixed $A$ and $E_0$. It does not show that the vibrations of a real molecule have no effect on its high-pressure rate.

Numbers in the example were calculated in double precision.
